# Magnus' Equation and the First Three Terms of the Exponent, part 1

(Sections cited here and not found follow in the second part.)

## First half: the equation for the exponent

### The decision

A calculation that follows a quantum system under a time-dependent Hamiltonian can be cut into steps, with the propagator in each step taken as the exponential of a matrix. Two choices must be made: how long a step may be, and which matrix goes into the exponent. The time integral of the Hamiltonian is the simplest candidate. If the Hamiltonian at one time does not commute with the Hamiltonian at another, this candidate generally needs corrections. Their form, bounds on their size and a step length short enough to guarantee that they can be summed all follow from a differential equation for the exponent.

### Setting and conventions

Let \(A(t)\) be a finite square matrix, continuous in time, and let \(Y(t)\) solve

\[
Y'=A(t)\,Y,\qquad Y(0)=1 .
\]

A prime means a derivative with respect to \(t\). For the Schrödinger equation \(Y\) is the propagator and \(A=-iH/\hbar\), with \(H\) a finite Hermitian matrix. An unbounded Hamiltonian is covered here after it has been represented in a finite basis. The matrix \(A\) stands to the left of \(Y\), and this order fixes some of the signs below.

We look for a matrix \(\Omega(t)\) with

\[
Y=e^{\Omega},\qquad \Omega(0)=0 .
\]

Two pieces of notation are needed. The commutator with \(\Omega\) is regarded as a linear operation on matrices,

\[
\mathrm{ad}_\Omega X=[\Omega,X]=\Omega X-X\Omega ,
\]

so that \(\mathrm{ad}_\Omega^2X=[\Omega,[\Omega,X]]\), and \(\mathrm{ad}_\Omega^0X=X\). The norm \(\|X\|\) is the spectral norm, the largest factor by which \(X\) stretches a vector. It obeys \(\|XZ\|\le\|X\|\|Z\|\), and therefore

\[
\|\mathrm{ad}_\Omega X\|\le\|\Omega X\|+\|X\Omega\|\le2\|\Omega\|\,\|X\| .
\]

### Where the difficulty lies

For ordinary numbers \((e^{\Omega})'=\Omega'e^{\Omega}\), and hence \(\Omega'=A\). For matrices the quadratic term of the exponential already behaves differently:

\[
(\Omega^2)'=\Omega'\Omega+\Omega\Omega' ,
\]

which equals \(2\Omega'\Omega\) when \(\Omega\) and \(\Omega'\) commute, and not otherwise. To see the first consequence, use \(e^{\Omega}=1+\Omega+\tfrac12\Omega^2+\dots\) and \(e^{-\Omega}=1-\Omega+\dots\), and keep terms with at most one factor \(\Omega\) besides \(\Omega'\):

\[
(e^{\Omega})'e^{-\Omega}
=\Omega'+\tfrac12(\Omega'\Omega+\Omega\Omega')-\Omega'\Omega+\dots
=\Omega'+\tfrac12[\Omega,\Omega']+\dots
\]

The correction is a commutator. The next part finds all the terms.

### The derivative of the exponential

Introduce an auxiliary number \(s\) between 0 and 1 and define

\[
F(s)=\left(\partial_t e^{s\Omega(t)}\right)e^{-s\Omega(t)} .
\]

The quantity wanted is \(F(1)\). At \(s=0\) the exponential is the constant unit matrix, so \(F(0)=0\). We differentiate with respect to \(s\), using \(\partial_se^{s\Omega}=\Omega e^{s\Omega}\) and \(\partial_se^{-s\Omega}=-e^{-s\Omega}\Omega\). The derivatives in \(s\) and \(t\) may be interchanged because the exponential series can be differentiated term by term when \(\Omega\) is continuously differentiable. Thus

\[
\begin{aligned}
\partial_sF
&=\partial_t\!\left(\Omega e^{s\Omega}\right)e^{-s\Omega}
-\left(\partial_te^{s\Omega}\right)e^{-s\Omega}\,\Omega\\
&=\Omega'e^{s\Omega}e^{-s\Omega}
+\Omega\left(\partial_te^{s\Omega}\right)e^{-s\Omega}-F\Omega\\
&=\Omega'+\Omega F-F\Omega
=\Omega'+\mathrm{ad}_\Omega F .
\end{aligned}
\]

At fixed \(t\) this is a linear equation in \(s\) with constant coefficients. Multiplication by \(e^{-s\,\mathrm{ad}_\Omega}\) removes the last term:

\[
\partial_s\!\left(e^{-s\,\mathrm{ad}_\Omega}F\right)
=e^{-s\,\mathrm{ad}_\Omega}\left(\partial_sF-\mathrm{ad}_\Omega F\right)
=e^{-s\,\mathrm{ad}_\Omega}\Omega' .
\]

Integrate from 0 to 1, use \(F(0)=0\), multiply by \(e^{\mathrm{ad}_\Omega}\), and substitute \(u=1-s\):

\[
F(1)=\int_0^1e^{(1-s)\,\mathrm{ad}_\Omega}\Omega'\,ds
=\int_0^1e^{u\,\mathrm{ad}_\Omega}\Omega'\,du .
\]

Now expand the exponential. Since \(\int_0^1u^k\,du=1/(k+1)\) and \(k!\,(k+1)=(k+1)!\),

\[
(e^{\Omega})'e^{-\Omega}
=\sum_{k=0}^{\infty}\frac{1}{(k+1)!}\,\mathrm{ad}_\Omega^k\,\Omega' .
\]

The first two terms agree with the direct expansion above. This series converges for every \(\Omega\), because its terms are bounded by those of an exponential series.

The integral also has a direct meaning. Let \(Z(u)=e^{u\Omega}Xe^{-u\Omega}\). Then \(\partial_uZ=\Omega Z-Z\Omega=\mathrm{ad}_\Omega Z\) and \(Z(0)=X\). Hence \(e^{-u\,\mathrm{ad}_\Omega}Z\) does not depend on \(u\), and \(Z(u)=e^{u\,\mathrm{ad}_\Omega}X\). Therefore

\[
(e^{\Omega})'e^{-\Omega}=\int_0^1e^{u\Omega}\,\Omega'\,e^{-u\Omega}\,du .
\]

The instantaneous generator is the average of \(\Omega'\) over all the partial transformations from the unit matrix to \(e^\Omega\).

### Inverting the series

If \(Y=e^{\Omega}\), then \(A=Y'Y^{-1}=(e^{\Omega})'e^{-\Omega}\), and so

\[
A=\sum_{k=0}^{\infty}\frac{1}{(k+1)!}\,\mathrm{ad}_\Omega^k\,\Omega' .
\]

This gives \(A\) in terms of \(\Omega'\), whereas we need the reverse. Only powers of one operation, \(\mathrm{ad}_\Omega\), occur. They commute with one another, so the inversion is the same as for a power series in a number \(x\). The series above corresponds to

\[
\sum_{k=0}^{\infty}\frac{x^k}{(k+1)!}=\frac{e^x-1}{x},
\]

and its reciprocal defines the Bernoulli numbers \(B_k\):

\[
\frac{x}{e^x-1}=\sum_{k=0}^{\infty}b_kx^k,\qquad b_k=\frac{B_k}{k!} .
\]

The product of the two series must be 1. Comparing the coefficients of \(x^n\) gives

\[
\sum_{j=0}^{n}\frac{b_j}{(n-j+1)!}=
\begin{cases}1,&n=0,\\0,&n\ge1.\end{cases}
\]

The first four of these conditions are

\[
\begin{aligned}
b_0&=1,\\
\tfrac12b_0+b_1&=0 &&\Rightarrow\; b_1=-\tfrac12,\\
\tfrac16b_0+\tfrac12b_1+b_2&=0 &&\Rightarrow\; b_2=\tfrac14-\tfrac16=\tfrac1{12},\\
\tfrac1{24}b_0+\tfrac16b_1+\tfrac12b_2+b_3&=0 &&\Rightarrow\; b_3=-\tfrac1{24}+\tfrac1{12}-\tfrac1{24}=0 .
\end{aligned}
\]

In particular \(B_1=-\tfrac12\). This sign depends on the generating function: \(x/(1-e^{-x})=1+\tfrac12x+\dots\) would give \(+\tfrac12\), so the function above is the definition used here. All later odd coefficients vanish as well, because

\[
\frac{x}{e^x-1}+\frac x2
=\frac x2\,\frac{e^x+1}{e^x-1}
=\frac x2\coth\frac x2
\]

is an even function of \(x\).

The function \(x/(e^x-1)\) is regular at \(x=0\). Its nearest singularities are the other zeros of \(e^x-1\), at \(x=\pm2\pi i\). Its power series therefore converges absolutely for \(|x|<2\pi\). For the matrix series it is enough that \(2\|\Omega\|<2\pi\), that is,

\[
\|\Omega\|<\pi .
\]

Under this condition we may apply \(\sum_jb_j\,\mathrm{ad}_\Omega^j\) to both sides of the equation for \(A\) and rearrange the absolutely convergent double sum. By the conditions on \(b_j\), the term \(\Omega'\) alone survives on the right. The result is Magnus' equation:

\[
\Omega'=\sum_{k=0}^{\infty}\frac{B_k}{k!}\,\mathrm{ad}_\Omega^k A
=A-\tfrac12[\Omega,A]+\tfrac1{12}[\Omega,[\Omega,A]]+\dots
\]

The terms shown can be confirmed by substitution. From the equation for \(A\),

\[
\Omega'=A-\tfrac12\mathrm{ad}_\Omega\Omega'-\tfrac16\mathrm{ad}_\Omega^2\Omega'-\dots
\]

Put \(\Omega'=A-\tfrac12\mathrm{ad}_\Omega A+\dots\) into the second term and \(\Omega'=A+\dots\) into the third. The coefficient of \(\mathrm{ad}_\Omega^2A\) is then \(\tfrac14-\tfrac16=\tfrac1{12}\).

### The converse

So far the existence of \(\Omega\) has been assumed. Conversely, take Magnus' equation as a differential equation with \(\Omega(0)=0\). Its right side is continuous in \(t\) and smooth in \(\Omega\) for \(\|\Omega\|<\pi\), so a solution exists for a short time at least. While it stays in this region, applying \(\sum_k\mathrm{ad}_\Omega^k/(k+1)!\) to Magnus' equation gives back \(A=(e^{\Omega})'e^{-\Omega}\). Thus \(E=e^{\Omega}\) satisfies \(E'=AE\) and \(E(0)=1\).

It remains to show that \(E=Y\). Differentiating \(E^{-1}E=1\) gives \((E^{-1})'=-E^{-1}E'E^{-1}=-E^{-1}A\). Hence

\[
(E^{-1}Y)'=-E^{-1}AY+E^{-1}AY=0 .
\]

Since \(E^{-1}Y=1\) at \(t=0\), it remains 1, and \(E=Y\). Solving Magnus' equation in this region is therefore equivalent to solving the original linear problem. For a generic complex \(3\times3\) matrix \(A(t)\), numerical integration of Magnus' equation reproduced the logarithm of an independently computed \(Y\) to about \(10^{-12}\), as the numerical output shows.

### Two limiting cases

If \(A(t)\) commutes with \(A(t')\) for all pairs of times, then \(\Omega=\int_0^tA(t')\,dt'\) commutes with \(A(t)\). All commutators in Magnus' equation vanish, and this integral is its solution. A constant \(A\) is a special case, with \(\Omega=tA\).

If the order of the product is reversed, so that \(Y'=YA\), we need \(e^{-\Omega}(e^{\Omega})'\). This is \(e^{-\Omega}F(1)e^{\Omega}=e^{-\mathrm{ad}_\Omega}F(1)\), which corresponds to the function

\[
e^{-x}\,\frac{e^x-1}{x}=\frac{1-e^{-x}}{x} .
\]

It is the earlier function with \(x\) replaced by \(-x\). Magnus' equation then holds with \(b_k\) replaced by \((-1)^kb_k\), and the sign of \(\tfrac12[\Omega,A]\) changes. The order of factors in the linear problem must be settled before a formula for the exponent is used.

### What happens at the boundary

For a two-level system the limit \(\|\Omega\|=\pi\) has a simple picture. Take \(\Omega=i\theta\sigma_z\), and let \(\sigma_\pm=(\sigma_x\pm i\sigma_y)/2\). Since \([\sigma_z,\sigma_\pm]=\pm2\sigma_\pm\),

\[
\mathrm{ad}_\Omega\sigma_\pm=\pm2i\theta\,\sigma_\pm .
\]

On these matrices the derivative series becomes the number

\[
\frac{e^{\pm2i\theta}-1}{\pm2i\theta}=e^{\pm i\theta}\,\frac{\sin\theta}{\theta} .
\]

If the exponent is varied along \(i\sigma_x=i(\sigma_++\sigma_-)\), the derivative of the exponential has norm \(|\sin\theta/\theta|\): the phases \(e^{\pm i\theta}\) rotate \(\sigma_x\) about the \(z\) axis, and the remaining factor \(e^{\Omega}\) is unitary. For \(\theta=\pi/2\) the norm is \(2/\pi\approx0.637\). For \(\theta=\pi\) it is zero, and the numerical derivatives agree with both values.

At \(\theta=\pi\) the exponent describes a full rotation through \(2\pi\), for which \(e^{\Omega}=-1\) whatever the axis. A tilt of the axis then has no effect on \(Y\), so \(\Omega'\) cannot be recovered from \(Y'\). More generally, if \(\Omega\) is diagonalizable with eigenvalues \(\omega_a\), the eigenvalues of \(\mathrm{ad}_\Omega\) are the differences \(\omega_a-\omega_b\). The derivative map loses its inverse when one of these differences equals \(2\pi in\) with a nonzero integer \(n\). The propagator itself remains perfectly regular there; what is lost is the ability to determine \(\Omega'\) from \(A\). The exponent need not break down in every case: for the constant \(A=i\sigma_z\), \(\Omega=tA\) passes smoothly through \(t=\pi\) and still gives \(Y\).

## Second half: three terms, convergence and a driven two-level system

### Symbols and results carried over

The matrix \(Y\) solves \(Y'=A(t)Y\) with \(Y(0)=1\), and is written as \(Y=e^{\Omega}\) with \(\Omega(0)=0\). The operation \(\mathrm{ad}_\Omega X\) is the commutator \([\Omega,X]\), and \(\|X\|\) is the spectral norm. For \(\|\Omega\|<\pi\) Magnus' equation holds,

\[
\Omega'=\sum_{k=0}^{\infty}b_k\,\mathrm{ad}_\Omega^kA,\qquad
b_0=1,\quad b_1=-\tfrac12,\quad b_2=\tfrac1{12},
\]

where \(b_k=B_k/k!\) are the coefficients of \(x/(e^x-1)\). Conversely, a solution of this equation in that region gives \(e^{\Omega}=Y\). For quantum dynamics \(A=-iH/\hbar\).

### Sorting by powers of the generator

Replace \(A\) by \(\lambda A\), where \(\lambda\) is a number that counts factors of \(A\), and write

\[
\Omega=\lambda\Omega_1+\lambda^2\Omega_2+\lambda^3\Omega_3+\dots
\]

At the end \(\lambda=1\). The term \(\mathrm{ad}_\Omega^k(\lambda A)\) starts at \(\lambda^{k+1}\), so the terms \(k=0,1,2\) suffice through third order. Collecting equal powers gives

\[
\begin{aligned}
\Omega_1'&=A,\\
\Omega_2'&=-\tfrac12[\Omega_1,A],\\
\Omega_3'&=-\tfrac12[\Omega_2,A]+\tfrac1{12}[\Omega_1,[\Omega_1,A]] .
\end{aligned}
\]

Write \(A_j=A(t_j)\). The first equation gives

\[
\Omega_1(t)=\int_0^tA_1\,dt_1 .
\]

In the second, call the outer time \(t_1\) and the time inside \(\Omega_1\) \(t_2\). Then \(-[A_2,A_1]=[A_1,A_2]\) gives

\[
\Omega_2(t)=\frac12\int_0^t\!dt_1\int_0^{t_1}\!dt_2\,[A_1,A_2] .
\]

We have derived Magnus' equation for the exponent and obtained the first two terms of its expansion in powers of \(A\). The third term, a condition for the series to converge, a driven two-level example and the choice of time step remain.
